# Stress from a rigid compensation charge in the projector augmented-wave method: a program that tests the result

```python
# PAW stress from the compensation charge (Hartree atomic units).
# Strain r'_a = r_a + e_ab r_b.  nhat = sum_{R,L} Q_L g_L(r-R), rigid g_L, Q_L = sum rho_ij q_ij^L - Z delta_L0/sqrt(4pi).
# Result under test, at fixed plane-wave coefficients, v = dE/d(rho), rho = n + nhat:
#   dE/de_ab = H_ab + delta_ab int v nhat + sum Q'_L int v g_L + sum Q_L int v (r-R)_b d_a g_L
#              (homogeneous) (volume)       (moment change)      (shape)
# Energies in strained cells use analytic Fourier transforms and finite differences;
# the formula side uses real-space quadrature around each atom.
import numpy as np
from scipy import constants, linalg
from scipy.special import gamma

N, RC, pi, I3 = 32, 4.5, np.pi, np.eye(3)
GPA = (constants.physical_constants['Hartree energy'][0]
       / constants.physical_constants['Bohr radius'][0]**3 / 1e9)
LS = [0, 1, 1, 1, 2, 2, 2, 2, 2]
M2 = np.zeros((5, 3, 3))
for k, (a, b) in enumerate([(0, 1), (1, 2), (0, 2)]):
    M2[k, a, b] = M2[k, b, a] = 0.5*np.sqrt(15/(4*pi))
M2[3] = np.sqrt(5/(16*pi))*np.diag([-1., -1., 2.])
M2[4] = np.sqrt(15/(16*pi))*np.diag([1., -1., 0.])

def solid(x, L):  # real solid harmonic r^l Y_L and its gradient
    if L == 0:
        return np.full(len(x), 1/np.sqrt(4*pi)), np.zeros_like(x)
    if L < 4:
        c = np.sqrt(3/(4*pi))
        return c*x[:, L-1], np.tile(c*I3[L-1], (len(x), 1))
    y = x @ M2[L-4]
    return np.sum(x*y, 1), 2*y

def gauss_poly(x, L, a):
    S, dS = solid(x, L)
    e = np.exp(-a*np.sum(x*x, 1))
    return S*e, (dS - 2*a*x*S[:, None])*e[:, None]

def shape_r(x, L, a):  # Gaussian with unit multipole moment L, and gradient
    c = 2*a**(LS[L]+1.5)/gamma(LS[L]+1.5)
    f, df = gauss_poly(x, L, a)
    return c*f, c*df

def shape_G(G, L, a):  # its Fourier transform and G-gradient
    c = (-1j)**LS[L]*4*pi/[1, 3, 15][LS[L]]
    f, df = gauss_poly(G, L, 1/(4*a))
    return c*f, c*df

fr = np.rint(np.fft.fftfreq(N, 1/N)).astype(int)
MG = np.stack(np.meshgrid(fr, fr, fr, indexing='ij'), -1).reshape(-1, 3)
r5 = np.arange(-2, 3)
PW = np.stack(np.meshgrid(r5, r5, r5, indexing='ij'), -1).reshape(-1, 3)
flat = lambda m: np.ravel_multi_index(tuple(np.moveaxis(m % N, -1, 0)), (N, N, N))
IPW, IDIFF = flat(PW), flat(PW[:, None, :] - PW[None, :, :])
to_r = lambda f: np.fft.ifftn(f.reshape(N, N, N)).ravel()*N**3
to_G = lambda f: np.fft.fftn(f.reshape(N, N, N)).ravel()/N**3
BETA, OCC, Z = 1.5, 2.0, 1.0

class Cell:
    def __init__(s, A, frac, alpha):
        s.A, s.frac, s.alpha = A, frac, alpha
        s.vol = abs(np.linalg.det(A)); s.dV = s.vol/N**3
        s.G = MG @ (2*pi*np.linalg.inv(A).T)
        s.G2 = np.sum(s.G**2, 1); s.G2[0] = 1.0
        s.coul = 4*pi/s.G2; s.coul[0] = 0.0
        s.phase = np.exp(-2j*pi*(frac @ MG.T))
        g = np.array([shape_G(s.G, L, alpha)[0] for L in range(9)])
        s.gG = s.phase[:, None, :]*g[None]
        s.Gp = s.G[IPW]
        p = np.array([shape_G(s.Gp, i, BETA)[0] for i in range(4)]).T
        s.B = [p*ph[IPW][:, None]/np.sqrt(s.vol) for ph in s.phase]
    def strained(s, e):
        return Cell(s.A @ (I3 + e).T, s.frac, s.alpha)
    def local(s):  # grid points near each atom: flat periodic index and r - R
        o = np.arange(-N, N+1)
        off = np.stack(np.meshgrid(o, o, o, indexing='ij'), -1).reshape(-1, 3)
        out = []
        for f in s.frac:
            n = np.rint(f*N).astype(int) + off
            x = (n/N - f) @ s.A
            keep = np.sum(x*x, 1) < RC**2
            out.append((flat(n[keep]), x[keep]))
        return out

# Gaunt coefficients by exact angular quadrature
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2*pi*np.arange(12)/12
C, F = np.meshgrid(ct, ph, indexing='ij')
u = np.stack([np.sqrt(1-C**2)*np.cos(F), np.sqrt(1-C**2)*np.sin(F), C], -1).reshape(-1, 3)
wu = np.repeat(wt, 12)*2*pi/12
Y = np.array([solid(u, L)[0] for L in range(9)])
assert np.allclose((Y*wu) @ Y.T, np.eye(9), atol=1e-13)
gaunt = np.einsum('Lk,ik,jk,k->Lij', Y, Y[:4], Y[:4], wu)
K = {(0, 0, 0): 0.5, (1, 1, 0): 0.5, (0, 1, 1): 0.5, (1, 0, 1): 0.5, (1, 1, 2): 2.0}
q = np.array([[[gaunt[L, i, j]*K.get((LS[i], LS[j], LS[L]), 0.0) for j in range(4)]
               for i in range(4)] for L in range(9)])
O = np.sqrt(4*pi)*q[0]
D0 = np.diag([-0.3, -0.5, -0.5, -0.5])
QZ = np.zeros((2, 9)); QZ[:, 0] = -Z/np.sqrt(4*pi)

def orbital(cell, c):
    a = np.zeros(N**3, complex); a[IPW] = c
    return to_r(a)/np.sqrt(cell.vol)
def occup(cell, c):
    P = [B.conj().T @ c for B in cell.B]
    return np.array([OCC*np.real(np.outer(p.conj(), p)) for p in P])
moments = lambda cell, c: np.einsum('Lij,Rij->RL', q, occup(cell, c)) + QZ
nhat_G = lambda cell, Q: np.einsum('RL,RLg->g', Q, cell.gG)/cell.vol
rho_G = lambda cell, c, Q: to_G(OCC*abs(orbital(cell, c))**2) + nhat_G(cell, Q)
e_hartree = lambda cell, r: 0.5*cell.vol*np.sum(cell.coul*abs(r)**2)
CX = 0.75*(3/pi)**(1/3)
def e_slater(cell, c):
    d = to_r(rho_G(cell, c, moments(cell, c) - QZ)).real
    return -CX*np.sum(abs(d)**(4/3))*cell.dV, d
def solve(cell, v):
    vG = to_G(v)
    W = np.real(cell.gG @ vG.conj())
    H = np.diag(0.5*np.sum(cell.Gp**2, 1)) + vG[IDIFF]
    S = np.eye(len(PW), dtype=complex)
    for B, w in zip(cell.B, W):
        H = H + B @ (D0 + np.einsum('L,Lij->ij', w, q)) @ B.conj().T
        S = S + B @ O @ B.conj().T
    e, c = linalg.eigh(H, S, subset_by_index=[0, 1])
    return e, c[:, 0]
def scf(cell, v, tol):  # Anderson mixing of the Hartree potential
    X, R = [], []
    for it in range(100):
        e, c = solve(cell, v)
        r = to_r(cell.coul*rho_G(cell, c, moments(cell, c))).real - v
        if abs(r).max() < tol:
            break
        X, R = (X + [v])[-7:], (R + [r])[-7:]
        v = v + 0.5*r
        if len(X) > 1:
            dX, dR = np.diff(np.array(X), axis=0).T, np.diff(np.array(R), axis=0).T
            v = v - (dX + 0.5*dR) @ np.linalg.lstsq(dR, r, rcond=None)[0]
    assert abs(r).max() < tol
    parts = (OCC*0.5*np.sum(abs(c)**2*np.sum(cell.Gp**2, 1)),
             e_hartree(cell, rho_G(cell, c, moments(cell, c))),
             np.einsum('ij,Rij->', D0, occup(cell, c)))
    return e, c, v, parts
def homogeneous(cell, r):
    w = cell.vol*cell.coul*abs(r)**2/cell.G2
    return -I3*e_hartree(cell, r) + (cell.G*w[:, None]).T @ cell.G
def rigid(cell, loc, Q, v):  # W_L = int v g_L, volume term, shape term
    W, sh = np.zeros_like(Q), np.zeros((3, 3))
    for R, (idx, x) in enumerate(loc):
        for L in range(9):
            g, dg = shape_r(x, L, cell.alpha)
            W[R, L] = cell.dV*np.dot(v[idx], g)
            sh += Q[R, L]*cell.dV*(dg*v[idx][:, None]).T @ x
    return W, I3*np.sum(Q*W), sh
sym = lambda t: 0.5*(t + t.T)
anti = lambda t: 0.5*(t - t.T)
VO = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
row = lambda name, t: print(f"{name:<15}" + "".join(f"{sym(t)[p]:11.6f}" for p in VO))

# ---------- example A: PAW-form model functional ----------
A0 = np.array([[6., 0, 0], [1., 6, 0], [0.5, -0.5, 6.5]])
cell = Cell(A0, np.array([[0.1, 0.15, 0.2], [0.4, 0.3, 0.35]]), 2.0)
loc = cell.local()
x = loc[0][1]
mom = np.array([[cell.dV*np.dot(shape_r(x, L, 2.0)[0], solid(x, M)[0]) for M in range(9)] for L in range(9)])
assert np.allclose(mom, np.eye(9), atol=1e-9)
eig, c, v, parts = scf(cell, to_r(cell.coul*nhat_G(cell, QZ)).real, 1e-10)
Q = moments(cell, c); rho = rho_G(cell, c, Q); psi = orbital(cell, c)
assert abs(rho[0]) < 1e-12
nh = np.zeros(N**3)
drho = np.zeros((2, 4, 4, 3, 3)); virial = np.zeros((3, 3))
gradv = np.array([to_r(1j*cell.G[:, a]*cell.coul*rho).real for a in range(3)])
for R, (idx, x) in enumerate(loc):
    nR = sum(Q[R, L]*shape_r(x, L, cell.alpha)[0] for L in range(9))
    np.add.at(nh, idx, nR)
    virial -= cell.dV*(gradv[:, idx]*nR) @ x
    P, dP = np.zeros(4, complex), np.zeros((4, 3, 3), complex)
    for i in range(4):
        p, dp = shape_r(x, i, BETA)
        P[i] = cell.dV*np.dot(p, psi[idx])
        dP[i] = 0.5*I3*P[i] + cell.dV*(dp*psi[idx][:, None]).T @ x
    assert np.allclose(P, cell.B[R].conj().T @ c, atol=1e-9)
    drho[R] = OCC*np.real(np.einsum('iab,j->ijab', dP.conj(), P) + np.einsum('i,jab->ijab', P.conj(), dP))
assert abs(nh - to_r(nhat_G(cell, Q)).real).max() < 1e-8
dQ = np.einsum('Lij,Rijab->RLab', q, drho)
W, vol_t, shape_t = rigid(cell, loc, Q, v)
hom = homogeneous(cell, rho); mom_t = np.einsum('RL,RLab->ab', W, dQ)
recip = np.zeros((3, 3)); vG = cell.coul*rho
for L in range(9):
    dg = shape_G(cell.G, L, cell.alpha)[1]
    w = vG.conj()*(Q[:, L] @ cell.phase)
    recip -= np.real((cell.G*w[:, None]).T @ dg)
assert np.allclose(vol_t + shape_t, virial, atol=1e-8)
assert np.allclose(vol_t + shape_t, recip, atol=1e-8)
Ex, dens = e_slater(cell, c)
vx = -4/3*CX*np.sign(dens)*abs(dens)**(1/3)
Wx, volx, shx = rigid(cell, loc, Q - QZ, vx)
xc_t = I3*(Ex - cell.dV*np.dot(vx, dens)) + volx + shx + np.einsum('RL,RLab->ab', Wx, dQ)
h = 1e-4  # central differences, truncation error of order h^2
fd = np.zeros((4, 3, 3)); fdQ = np.zeros_like(dQ)
for a in range(3):
    for b in range(3):
        for sgn in (1, -1):
            e = np.zeros((3, 3)); e[a, b] = sgn*h
            s = cell.strained(e); Qs = moments(s, c)
            fd[:, a, b] += sgn/(2*h)*np.array([
                e_hartree(s, rho_G(s, c, Qs)), e_hartree(s, rho_G(s, c, Q)),
                e_hartree(cell, rho_G(cell, c, Qs)), e_slater(s, c)[0]])
            fdQ[:, :, a, b] += sgn/(2*h)*Qs
hart_t = hom + vol_t + mom_t + shape_t
assert abs(fdQ - dQ).max() < 1e-7
assert abs(fd[0] - hart_t).max() < 1e-6
assert abs(fd[1] - (hom + vol_t + shape_t)).max() < 1e-6
assert abs(fd[2] - mom_t).max() < 1e-7
assert abs(fd[3] - xc_t).max() < 1e-6
assert abs(fd[0] - (hart_t - vol_t)).max() > 1e-2 and abs(mom_t).max() > 1e-4
assert abs(anti(shape_t)).max() > 1e-6 and abs(anti(shape_t + mom_t)).max() < 1e-9
kin = -OCC*(cell.Gp*(abs(c)**2)[:, None]).T @ cell.Gp
one_t = np.einsum('ij,Rijab->ab', D0, drho)
dN = np.einsum('ij,Rijab->ab', O, drho)
total = kin + hart_t + one_t - eig[0]*dN
fd_rel = np.zeros((3, 3))
for a, b in VO:
    e = np.zeros((3, 3)); e[a, b] += 0.5*h; e[b, a] += 0.5*h
    d = (sum(scf(cell.strained(e), v, 1e-8)[3]) - sum(scf(cell.strained(-e), v, 1e-8)[3]))/(2*h)
    fd_rel[a, b] = fd_rel[b, a] = d
assert abs(fd_rel - total).max() < 1e-6
assert abs(fd_rel - (total + eig[0]*dN)).max() > 1e-4
shift = 0.7
eig2 = solve(cell, v + shift)[0]
W2, vol2, sh2 = rigid(cell, loc, Q, v + shift)
mom2 = np.einsum('RL,RLab->ab', W2, dQ)
assert abs(eig2[0] - eig[0] - shift) < 1e-9
assert np.allclose(vol2 + sh2, vol_t + shape_t, atol=1e-8) and abs(sh2 - shape_t).max() > 0.1
assert np.allclose(mom2 - mom_t, shift*dN, atol=1e-9)
assert np.allclose(kin + hom + vol2 + sh2 + mom2 + one_t - eig2[0]*dN, total, atol=1e-8)

print("A: cell rows (bohr):", A0.tolist())
print("fractional positions:", cell.frac.tolist())
print(f"volume {cell.vol:.3f} bohr^3, distance {np.linalg.norm((cell.frac[1]-cell.frac[0]) @ A0):.4f} bohr")
print(f"alpha {cell.alpha} bohr^-2, beta {BETA} bohr^-2, Z {Z}, f {OCC}, PW {len(PW)}, grid {N}^3")
print(f"radial q: ss0 {K[0,0,0]}, pp0 {K[1,1,0]}, sp1 {K[0,1,1]}, pp2 {K[1,1,2]} (a.u.); D0 s {D0[0,0]}, p {D0[1,1]} Ha")
print(f"eigenvalue {eig[0]:.6f} Ha, gap {eig[1]-eig[0]:.6f} Ha")
print(f"T {parts[0]:.6f}, E_H {parts[1]:.6f}, E_onecentre {parts[2]:.6f}, E {sum(parts):.6f} Ha")
print(f"int n {OCC*np.sum(abs(c)**2):.6f} e, valence part of nhat {np.sqrt(4*pi)*np.sum((Q-QZ)[:, 0]):.6f} e")
print("atom 1 Q_L (e bohr^l):  " + " ".join(f"{t:.5f}" for t in Q[0]))
print("atom 1 int v g_L (a.u.):" + " ".join(f"{t:.5f}" for t in W[0]))
print("atom 1 dQ_L/de_xx:      " + " ".join(f"{t:.5f}" for t in dQ[0, :, 0, 0]))
print("symmetrized dE/de (Ha):  xx  yy  zz  yz  xz  xy")
for name, t in [("homogeneous", hom), ("volume", vol_t), ("shape", shape_t), ("volume+shape", vol_t + shape_t),
                ("moment change", mom_t), ("Hartree sum", hart_t), ("Hartree FD", fd[0]), ("kinetic", kin),
                ("one-centre", one_t), ("-eps*O", -eig[0]*dN), ("total", total), ("relaxed FD", fd_rel),
                ("Slater formula", xc_t), ("Slater FD", fd[3]), ("dNhat/de (e)", dN)]:
    row(name, t)
row("sigma (GPa)", total/cell.vol*GPA)
print(f"pressure {-np.trace(total)/3/cell.vol*GPA:.4f} GPa; 1 Ha/bohr^3 = {GPA:.2f} GPa")
print("antisym shape  yz xz xy (Ha): " + " ".join(f"{anti(shape_t)[p]:.4e}" for p in VO[3:]))
print("antisym moment yz xz xy (Ha): " + " ".join(f"{anti(mom_t)[p]:.4e}" for p in VO[3:]))
print(f"max |FD-formula| (Ha): Hartree {abs(fd[0]-hart_t).max():.1e}, relaxed {abs(fd_rel-total).max():.1e}, h {h}")
print(f"shift {shift} Ha, xx: volume {vol2[0,0]:.6f}, shape {sh2[0,0]:.6f}, moment {mom2[0,0]:.6f} Ha")
print(f"Slater E_x {Ex:.6f} Ha, min density {dens.min():.2e} bohr^-3")

# ---------- example B: rocksalt lattice of +-1 Gaussian monopoles ----------
dnn, n = 5.0, 40
o = np.arange(-n, n+1); we = np.where(abs(o) == n, 0.5, 1.0)*(-1.0)**o
r = np.sqrt(o[:, None, None]**2 + o[None, :, None]**2 + o[None, None, :]**2.0)
r[n, n, n] = np.inf
madelung = -np.sum(we[:, None, None]*we[None, :, None]*we[None, None, :]/r)  # Evjen sum
A1 = dnn*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
f1 = np.array([[0., 0, 0], [0.5, 0.5, 0.5]])
Q1 = np.zeros((2, 9)); Q1[:, 0] = np.array([1, -1])/np.sqrt(4*pi)
def ionic(A, alpha):
    s = Cell(A, f1, alpha); rr = nhat_G(s, Q1)
    _, vt, st = rigid(s, s.local(), Q1, to_r(s.coul*rr).real)
    return s, e_hartree(s, rr), homogeneous(s, rr), vt, st
s, EH, hB, vB, sB = ionic(A1, 2.0)
Eself, EM = 2*np.sqrt(2.0/(2*pi)), -madelung/dnn
assert abs(EH - Eself - EM) < 1e-6  # limited by the Evjen truncation
assert np.allclose(hB + vB + sB, -EM/3*I3, atol=1e-6)
assert np.allclose(hB, -EH/3*I3, atol=1e-8) and np.allclose(vB + sB, Eself/3*I3, atol=1e-8)
ed = np.array([[0.05, 0.04, 0], [0.04, -0.03, 0.02], [0, 0.02, 0]])
t2, t3 = ionic(A1 @ (I3 + ed).T, 2.0), ionic(A1 @ (I3 + ed).T, 3.0)
assert np.allclose(sum(t2[2:]), sum(t3[2:]), atol=1e-8) and abs(t2[2] - t3[2]).max() > 1e-2
print(f"B: rocksalt, d {dnn} bohr, volume {s.vol:.1f} bohr^3, alpha {s.alpha} bohr^-2")
print(f"Madelung constant (Evjen, n={n}) {madelung:.6f}")
print(f"E_H {EH:.6f}, E_self (two ions) {Eself:.6f}, E_Madelung {EM:.6f} Ha")
print(f"xx (Ha): homogeneous {hB[0,0]:.6f}, volume {vB[0,0]:.6f}, shape {sB[0,0]:.6f}")
print(f"xx (Ha): volume+shape {(vB+sB)[0,0]:.6f}, sum {(hB+vB+sB)[0,0]:.6f}, -E_Madelung/3 {-EM/3:.6f}")
print(f"sigma_xx {(hB+vB+sB)[0,0]/s.vol:.5e} Ha/bohr^3 = {(hB+vB+sB)[0,0]/s.vol*GPA:.3f} GPa")
print(f"sigma_xx, homogeneous term only {hB[0,0]/s.vol*GPA:.3f} GPa")
print(f"sigma_xx, volume term omitted {(hB+sB)[0,0]/s.vol*GPA:.3f} GPa")
print("distortion e:", ed.tolist(), "; dE/de (Ha):")
row("hom, alpha 2", t2[2]); row("hom, alpha 3", t3[2])
row("sum, alpha 2", sum(t2[2:])); row("sum, alpha 3", sum(t3[2:]))
print("all assertions hold")
```

It prints:

```
A: cell rows (bohr): [[6.0, 0.0, 0.0], [1.0, 6.0, 0.0], [0.5, -0.5, 6.5]]
fractional positions: [[0.1, 0.15, 0.2], [0.4, 0.3, 0.35]]
volume 234.000 bohr^3, distance 2.3941 bohr
alpha 2.0 bohr^-2, beta 1.5 bohr^-2, Z 1.0, f 2.0, PW 125, grid 32^3
radial q: ss0 0.5, pp0 0.5, sp1 0.5, pp2 2.0 (a.u.); D0 s -0.3, p -0.5 Ha
eigenvalue -0.150922 Ha, gap 0.312872 Ha
T 0.268551, E_H 0.182761, E_onecentre -0.250670, E 0.200642 Ha
int n 1.584919 e, valence part of nhat 0.415081 e
atom 1 Q_L (e bohr^l):  -0.22355 0.00925 0.00432 0.00532 0.00107 0.00061 0.00132 -0.00037 0.00090
atom 1 int v g_L (a.u.):-1.21457 0.00250 0.00103 0.00296 -0.01672 -0.00960 -0.02030 0.01001 -0.01940
atom 1 dQ_L/de_xx:      -0.04609 -0.01565 -0.00551 -0.00665 -0.00234 -0.00108 -0.00285 0.00123 -0.00254
symmetrized dE/de (Ha):  xx  yy  zz  yz  xz  xy
homogeneous      -0.080933  -0.050431  -0.051397  -0.006086  -0.011559  -0.009511
volume            0.542975   0.542975   0.542975   0.000000   0.000000   0.000000
shape            -0.378825  -0.362628  -0.363531  -0.004084  -0.008511  -0.006980
volume+shape      0.164149   0.180347   0.179443  -0.004084  -0.008511  -0.006980
moment change     0.112166   0.093726   0.095499   0.003027   0.008411   0.007405
Hartree sum       0.195382   0.223641   0.223545  -0.007142  -0.011660  -0.009086
Hartree FD        0.195382   0.223641   0.223545  -0.007142  -0.011660  -0.009086
kinetic          -0.111182  -0.207522  -0.218398   0.012301   0.030191   0.026490
one-centre        0.199795   0.165424   0.168789   0.005887   0.016170   0.014159
-eps*O           -0.049316  -0.041261  -0.042041  -0.001319  -0.003664  -0.003224
total             0.234680   0.140282   0.131894   0.009726   0.031036   0.028339
relaxed FD        0.234680   0.140282   0.131894   0.009726   0.031036   0.028339
Slater formula    0.259441   0.230563   0.233422   0.004960   0.013707   0.012003
Slater FD         0.259441   0.230563   0.233422   0.004960   0.013707   0.012003
dNhat/de (e)     -0.326763  -0.273392  -0.278563  -0.008741  -0.024277  -0.021362
sigma (GPa)      29.506477  17.637735  16.583142   1.222855   3.902232   3.563059
pressure -21.2425 GPa; 1 Ha/bohr^3 = 29421.02 GPa
antisym shape  yz xz xy (Ha): 8.8815e-06 3.1394e-05 1.0010e-05
antisym moment yz xz xy (Ha): -8.8815e-06 -3.1394e-05 -1.0010e-05
max |FD-formula| (Ha): Hartree 8.2e-10, relaxed 2.2e-09, h 0.0001
shift 0.7 Ha, xx: volume -0.566469, shape 0.730618, moment -0.116568 Ha
Slater E_x -0.434095 Ha, min density 1.21e-03 bohr^-3
B: rocksalt, d 5.0 bohr, volume 250.0 bohr^3, alpha 2.0 bohr^-2
Madelung constant (Evjen, n=40) 1.747565
E_H 0.778866, E_self (two ions) 1.128379, E_Madelung -0.349513 Ha
xx (Ha): homogeneous -0.259622, volume 1.557732, shape -1.181606
xx (Ha): volume+shape 0.376126, sum 0.116504, -E_Madelung/3 0.116504
sigma_xx 4.66017e-04 Ha/bohr^3 = 13.711 GPa
sigma_xx, homogeneous term only -30.553 GPa
sigma_xx, volume term omitted -169.610 GPa
distortion e: [[0.05, 0.04, 0.0], [0.04, -0.03, 0.02], [0.0, 0.02, 0.0]] ; dE/de (Ha):
hom, alpha 2     -0.279559  -0.244034  -0.257351   0.010481   0.001438   0.017901
hom, alpha 3     -0.365053  -0.327726  -0.341762   0.010840   0.001475   0.018509
sum, alpha 2      0.093683   0.134613   0.119139   0.011559   0.001548   0.019725
sum, alpha 3      0.093683   0.134613   0.119139   0.011559   0.001548   0.019725
all assertions hold
```
